# No inverted region in the current at a wide-band metal electrode: a numerical check

```python
"""Reduction rate at a metal electrode in the weak-coupling (Marcus) limit.

Result under test: k_red(x) = (Gamma/hbar) * S(x), where
    S(x) = integral of f(e) * G(e - lam + x) de
rises monotonically to 1, so a wide-band metal has no inverted region.
x     : e times cathodic overpotential (eV), positive drives reduction
e     : metal electron energy from the Fermi level (eV)
lam   : reorganization energy (eV);  f : Fermi function
G     : normalized Gaussian with variance sigma^2 = 2*lam*kT
Gamma : 2*pi*V^2*rho, level width from coupling to the metal (eV)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from scipy.stats import norm

temperature = 298.15
kT = const.k * temperature / const.e
lam = 0.80
gamma = 1.0e-10
k_max = gamma * const.e / const.hbar
sigma = np.sqrt(2 * lam * kT)
s_eff = np.sqrt(sigma**2 + (np.pi * kT)**2 / 3)


def fermi(e):
    return expit(-e / kT)


def gauss_integral(x, weight, floor=-np.inf):
    """Integral of weight(e)*G(e-lam+x), from the band floor upward."""
    centre = lam - x
    low = max(centre - 10 * sigma, floor)
    e = np.linspace(low, centre + 10 * sigma, 6001)
    return trapezoid(weight(e) * norm.pdf(e, centre, sigma), e)


def share(x):
    return gauss_integral(x, fermi)


def mean_energy(x):
    return gauss_integral(x, lambda e: e * fermi(e)) / share(x)


def alpha(x):
    return (lam - x - mean_energy(x)) / (2 * lam)


# Golden rule: exact propagation of an empty level beside a filled band
band = np.linspace(-2.0, 2.0, 801)
test_gamma = 0.004
coupling = np.sqrt(test_gamma * (band[1] - band[0]) / (2 * np.pi))
filling = {}
for level in (-0.6, -0.3, -0.02, 0.3):
    ham = np.diag(np.concatenate(([level], band)))
    ham[0, 1:] = ham[1:, 0] = coupling
    energy, vec = np.linalg.eigh(ham)
    amplitude = vec @ (vec[0] * np.exp(-1j * energy / test_gamma))
    filling[level] = np.sum(fermi(band) * np.abs(amplitude[1:])**2)
    expected = fermi(level) * (1 - np.exp(-1))
    assert abs(filling[level] - expected) < 0.015


# Marcus channels, barriers found from the crossing of the two wells
def crossing_barrier(x, e):
    def gap(q):
        return lam * (q - 1)**2 - x - e - lam * q**2
    return lam * brentq(gap, -20, 20)**2


def channel_sum(x):
    e = np.linspace(-3.5, 3.0, 1301)
    barrier = np.array([crossing_barrier(x, ei) for ei in e])
    rate = np.exp(-barrier / kT) / np.sqrt(4 * np.pi * lam * kT)
    return trapezoid(fermi(e) * rate, e)


# Thermal average over the solvent coordinate q in either well
def coordinate_average(x, reduced_well):
    centre = 1.0 if reduced_well else 0.0
    width = np.sqrt(kT / (2 * lam))

    def integrand(q):
        filled = fermi(lam * (1 - 2 * q) - x)
        if reduced_well:
            filled = fermi(-(lam * (1 - 2 * q) - x))
        return filled * np.exp(-lam * (q - centre)**2 / kT)
    top = quad(integrand, centre - 12 * width, centre + 12 * width,
               epsabs=1e-15, epsrel=1e-9, limit=400)[0]
    return top / np.sqrt(np.pi * kT / lam)


for x in (0.0, 0.3, 0.8, 1.3):
    assert np.isclose(channel_sum(x), share(x), rtol=1e-5)
    assert np.isclose(coordinate_average(x, False), share(x), rtol=1e-6)
for x in (0.0, 0.1, 0.2):
    backward = coordinate_average(x, True)
    assert np.isclose(backward, np.exp(-x / kT) * share(x), rtol=1e-5)
for x in (0.4, 0.8, 1.4):
    assert np.isclose(coordinate_average(-x, True), share(x), rtol=1e-6)


# Slope, symmetry about lam, transfer coefficient, normal approximation
def slope(x):
    return gauss_integral(x, lambda e: fermi(e) * fermi(-e) / kT)


step = 1e-4
for x in (0.0, 0.4, 0.8, 1.2, 1.6):
    numeric = (share(x + step) - share(x - step)) / (2 * step)
    assert np.isclose(numeric, slope(x), rtol=1e-4)
    log_slope = np.log(share(x + step) / share(x - step)) / (2 * step)
    assert np.isclose(kT * log_slope, alpha(x), atol=1e-6)
scan = np.linspace(0.0, 2.0, 201)
scan_share = np.array([share(x) for x in scan])
assert np.all(np.diff(scan_share) > 0) and scan_share[-1] > 0.9999
steepest = minimize_scalar(lambda x: -slope(x), bounds=(0.3, 1.5),
                           method="bounded").x
assert abs(steepest - lam) < 1e-3
assert abs(share(lam) - 0.5) < 1e-8
for y in (0.1, 0.3, 0.6):
    assert abs(share(lam + y) + share(lam - y) - 1) < 1e-8
assert abs(alpha(0.0) - 0.5) < 1e-8
assert abs(mean_energy(1.6) - (lam - 1.6)) < 2e-3
for x in (0.6, 0.8, 1.0, 1.2, 1.6):
    assert abs(share(x) - norm.cdf((x - lam) / s_eff)) < 1e-3

# Narrow occupied band and energy-dependent coupling
depth = 0.60


def narrow(x):
    return gauss_integral(x, fermi, floor=-depth)


for x in (0.6, 1.0, 1.4, 1.8):
    estimate = (norm.cdf((x - lam) / s_eff)
                - norm.cdf((x - lam - depth) / sigma))
    assert abs(narrow(x) - estimate) < 1e-3
peak = minimize_scalar(lambda x: -narrow(x), bounds=(0.5, 2.0),
                       method="bounded").x
assert abs(peak - (lam + depth / 2)) < 0.01
assert narrow(2.0) < 0.01 * narrow(peak)
tilt = 0.20


def sloped(x):
    return gauss_integral(x, lambda e: (1 + tilt * e) * fermi(e))


for x in (1.6, 1.8, 2.0):
    assert abs(sloped(x) - (1 + tilt * (lam - x))) < 1e-3


# Quantum vibration: explicit overlaps of displaced oscillator states
def quantum_model(quantum, size=600, initial=80):
    ladder = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    shift = np.sqrt(lam / quantum)
    overlap = expm(shift * (ladder.T - ladder))[:, :initial]
    thermal = np.exp(-np.arange(initial) * quantum / kT)
    weights = overlap**2 * (thermal / thermal.sum())
    gained = np.arange(size)[:, None] - np.arange(initial)[None, :]
    assert abs(weights.sum() - 1) < 1e-8
    return lambda x: np.sum(weights * fermi(gained * quantum - x))


soft = quantum_model(0.01)
stiff = quantum_model(0.20)
soft_error = max(abs(soft(x) - share(x)) for x in np.arange(0, 2.01, 0.1))
assert soft_error < 3e-3
assert stiff(3.0) > 0.999
assert abs(stiff(lam) - 0.5) > 0.01

x99 = brentq(lambda x: share(x) - 0.99, lam, 2.0)
print(f"temperature = {temperature:.2f} K, kT = {kT:.5f} eV")
print(f"reorganization energy lam = {lam:.2f} eV")
print(f"Gamma = {gamma:.1e} eV, plateau k_max = {k_max:.4e} 1/s")
print(f"sigma = {sigma:.4f} eV, s = {s_eff:.4f} eV")
print("Level filling after time hbar/Gamma, exact propagation:")
print(f"  test Gamma = {test_gamma:.3f} eV, 1-1/e = {1-np.exp(-1):.4f}")
for level, value in filling.items():
    print(f"  level {level:+.2f} eV: filling {value:.4f},"
          f" golden rule {fermi(level)*(1-np.exp(-1)):.4f}")
print("Metal: x (eV), S, k_red (1/s), alpha, mean electron energy (eV)")
for x in np.arange(0, 1.61, 0.2):
    print(f"  x={x:.1f}  S={share(x):.4e}  k={k_max*share(x):.4e}"
          f"  alpha={alpha(x):.4f}  mean={mean_energy(x)+0.0:+.4f}")
print("Single level at Fermi energy: barrier (eV), rate/peak rate")
for x in np.arange(0, 1.61, 0.2):
    barrier = crossing_barrier(x, 0.0)
    print(f"  x={x:.1f}  barrier={barrier:.4f}"
          f"  rate/peak={np.exp(-barrier/kT):.4e}")
print(f"k_ox/k_red at x = 0.2 eV: "
      f"{coordinate_average(0.2, True)/share(0.2):.4e}")
print(f"steepest rise at x = {steepest:.3f} eV,"
      f" slope dS/dx = {slope(lam):.4f} 1/eV")
print(f"99% of plateau at x = {x99:.4f} eV")
print(f"Narrow band, occupied depth W = {depth:.2f} eV:")
print(f"  maximum at x = {peak:.4f} eV, S_W = {narrow(peak):.4f}")
for x in (0.8, 1.4, 1.6, 2.0):
    print(f"  x={x:.1f} eV  S_W={narrow(x):.4e}")
print(f"Sloped coupling, a = {tilt:.2f} 1/eV, rate/(Gamma0/hbar):")
for x in (1.2, 1.6, 2.0):
    print(f"  x={x:.1f} eV  rate={sloped(x):.4f}"
          f"  Gamma(lam-x)/Gamma0={1+tilt*(lam-x):.4f}")
print(f"Soft mode 0.01 eV: largest |S_quantum-S| = {soft_error:.2e}")
print(f"Stiff mode 0.20 eV: S at x=lam {stiff(lam):.4f},"
      f" at x=3.0 eV {stiff(3.0):.6f}")
print("every check passed")
```

Printed output:

```
temperature = 298.15 K, kT = 0.02569 eV
reorganization energy lam = 0.80 eV
Gamma = 1.0e-10 eV, plateau k_max = 1.5193e+05 1/s
sigma = 0.2028 eV, s = 0.2080 eV
Level filling after time hbar/Gamma, exact propagation:
  test Gamma = 0.004 eV, 1-1/e = 0.6321
  level -0.60 eV: filling 0.6307, golden rule 0.6321
  level -0.30 eV: filling 0.6293, golden rule 0.6321
  level -0.02 eV: filling 0.4234, golden rule 0.4332
  level +0.30 eV: filling 0.0026, golden rule 0.0000
Metal: x (eV), S, k_red (1/s), alpha, mean electron energy (eV)
  x=0.0  S=6.1664e-05  k=9.3684e+00  alpha=0.5000  mean=+0.0000
  x=0.2  S=1.9748e-03  k=3.0002e+02  alpha=0.3908  mean=-0.0253
  x=0.4  S=2.7267e-02  k=4.1425e+03  alpha=0.2844  mean=-0.0550
  x=0.6  S=1.6812e-01  k=2.5542e+04  alpha=0.1846  mean=-0.0953
  x=0.8  S=5.0000e-01  k=7.5963e+04  alpha=0.0986  mean=-0.1577
  x=1.0  S=8.3188e-01  k=1.2638e+05  alpha=0.0373  mean=-0.2597
  x=1.2  S=9.7273e-01  k=1.4778e+05  alpha=0.0080  mean=-0.4128
  x=1.4  S=9.9803e-01  k=1.5163e+05  alpha=0.0008  mean=-0.6012
  x=1.6  S=9.9994e-01  k=1.5192e+05  alpha=0.0000  mean=-0.8000
Single level at Fermi energy: barrier (eV), rate/peak rate
  x=0.0  barrier=0.2000  rate/peak=4.1620e-04
  x=0.2  barrier=0.1125  rate/peak=1.2542e-02
  x=0.4  barrier=0.0500  rate/peak=1.4283e-01
  x=0.6  barrier=0.0125  rate/peak=6.1476e-01
  x=0.8  barrier=0.0000  rate/peak=1.0000e+00
  x=1.0  barrier=0.0125  rate/peak=6.1476e-01
  x=1.2  barrier=0.0500  rate/peak=1.4283e-01
  x=1.4  barrier=0.1125  rate/peak=1.2542e-02
  x=1.6  barrier=0.2000  rate/peak=4.1620e-04
k_ox/k_red at x = 0.2 eV: 4.1620e-04
steepest rise at x = 0.800 eV, slope dS/dx = 1.9183 1/eV
99% of plateau at x = 1.2841 eV
Narrow band, occupied depth W = 0.60 eV:
  maximum at x = 1.1020 eV, S_W = 0.8559
  x=0.8 eV  S_W=4.9846e-01
  x=1.4 eV  S_W=4.9803e-01
  x=1.6 eV  S_W=1.6190e-01
  x=2.0 eV  S_W=1.5417e-03
Sloped coupling, a = 0.20 1/eV, rate/(Gamma0/hbar):
  x=1.2 eV  rate=0.8924  Gamma(lam-x)/Gamma0=0.9200
  x=1.6 eV  rate=0.8399  Gamma(lam-x)/Gamma0=0.8400
  x=2.0 eV  rate=0.7600  Gamma(lam-x)/Gamma0=0.7600
Soft mode 0.01 eV: largest |S_quantum-S| = 1.42e-03
Stiff mode 0.20 eV: S at x=lam 0.5311, at x=3.0 eV 0.999988
every check passed
```
